# Open-circuit Lorenz number at a mobility edge with linearly rising conductivity

## Problem

In a simple model of a disordered conductor, electron states below a mobility edge $E_c$ are localized and carry no current. States above it conduct, with a contribution that grows linearly with energy:

$$\sigma(E)=A\,(E-E_c)\ \ (E>E_c),\qquad \sigma(E)=0\ \ (E<E_c).$$

The chemical potential $\mu$ lies at the edge, $\mu=E_c$. Find the Lorenz number $L=\kappa/(\sigma T)$, where $\sigma$ is the electrical conductivity and $\kappa$ is the electronic thermal conductivity measured with no electric current flowing. Compare it with the metallic value $L_0=(\pi^2/3)k_B^2$.

The algebra uses atomic units, with electron charge $-1$ and Boltzmann's constant $k_B$ kept; in ordinary units $k_B^2$ becomes $(k_B/e)^2$. The response is linear, there is one band, and the linear law holds over the whole thermal window. The scattering that limits the current is taken as elastic, so that each energy conducts as a separate channel. Heat carried by the lattice is not part of $\kappa$.

## A tempting solution

Let $f=1/(e^x+1)$ be the Fermi function, with $x=(E-\mu)/k_BT$. Electrons within a few $k_BT$ of $\mu$ conduct, so

$$\sigma=\int\sigma(E)\left(-\frac{\partial f}{\partial E}\right)dE .$$

In a temperature gradient, each electron carries heat $E-\mu$, and the thermal driving force at energy $E$ is also proportional to $E-\mu$. The thermal conductivity should therefore be

$$\kappa\overset{?}{=}\frac1T\int\sigma(E)\left(-\frac{\partial f}{\partial E}\right)(E-\mu)^2\,dE .$$

The ratio is then $k_B^2$ times the mean square of $x$, weighted with $\sigma(E)(-\partial f/\partial E)$. For the linear edge this weight is proportional to $x(-f')$ on $x>0$, where the prime means $d/dx$. The integrals, worked out below, give

$$\frac{L}{k_B^2}\overset{?}{=}\frac{\int_0^\infty x^3(-f')\,dx}{\int_0^\infty x(-f')\,dx}=\frac{5.409}{0.6931}=7.804 .$$

Division by $\pi^2/3=3.290$ gives $L\overset{?}{=}2.37\,L_0$.

The recipe appears to be supported by the ordinary metal. If $\sigma(E)$ is constant, it gives the mean square of $x$ under the weight $-f'$ on the whole line, which is $\pi^2/3$, the correct $L_0$.

## Where the fault lies

The formula for $\kappa$ allows for the temperature gradient but for no gradient of electrochemical potential. To see what that implies, both gradients must be kept.

Let $\bar\mu(\mathbf r)$ be the electrochemical potential and $\varepsilon$ the total energy of an electron, electrostatic energy included. The local occupation is a function of

$$X=\frac{\varepsilon-\bar\mu(\mathbf r)}{k_BT(\mathbf r)} .$$

An electron that scatters elastically keeps $\varepsilon$, so the flow at that energy is driven by the gradient of $f$ at fixed $\varepsilon$. Differentiation of $X$ gives

$$\nabla X=-\frac{\nabla\bar\mu}{k_BT}-\frac{\varepsilon-\bar\mu}{k_BT^2}\nabla T .$$

Since $\partial f/\partial\varepsilon=(df/dX)/(k_BT)$,

$$\nabla f=\frac{df}{dX}\nabla X=\left(-\frac{\partial f}{\partial\varepsilon}\right)\left[\nabla\bar\mu+\frac{\varepsilon-\bar\mu}{T}\nabla T\right].$$

The particle flow per unit energy is $-\sigma(\varepsilon)\nabla f$: particles move from high to low occupation, and $\sigma(\varepsilon)$ measures how easily they do so. To first order in the gradients, the coefficients may be evaluated in equilibrium, where $\varepsilon-\bar\mu$ is the $E-\mu$ used above. Define

$$K_n=\int\sigma(E)\left(-\frac{\partial f}{\partial E}\right)(E-\mu)^n\,dE .$$

Integration over energy gives the particle current $\mathbf J_N$. Weighting each particle with its heat $E-\mu$ gives the heat current $\mathbf J_Q$:

$$\mathbf J_N=-K_0\nabla\bar\mu-K_1\frac{\nabla T}{T},\qquad
\mathbf J_Q=-K_1\nabla\bar\mu-K_2\frac{\nabla T}{T}.$$

The normalization can be verified at uniform $T$. The electric current is $-\mathbf J_N=K_0\nabla\bar\mu$. For charge $-1$ in an electrostatic potential $\phi$, $\bar\mu=\mu-\phi$, so in a uniform material $\nabla\bar\mu=-\nabla\phi$ is the electric field. Hence $\sigma=K_0$, as assumed.

The tempting formula $\kappa=K_2/T$ follows from $\nabla\bar\mu=0$. In that state the particle current is $-K_1\nabla T/T$. It vanishes when $K_1=0$, as it does for constant $\sigma(E)$, because $-\partial f/\partial E$ is even about $\mu$. At the mobility edge, all conducting states lie above $\mu$, so $K_1>0$ and electrons stream from the hot end to the cold end. The value $2.37\,L_0$ describes a short-circuited sample, in which part of the heat is carried by a net current. The problem asks for a sample in which no such current flows.

## The correct solution

### The open-circuit condition

With the circuit open, electrons gather at the cold end until the potential they create stops the flow. Setting $\mathbf J_N=0$ gives

$$\nabla\bar\mu=-\frac{K_1}{K_0}\frac{\nabla T}{T}.$$

The minus sign means that $\bar\mu$ is higher at the cold end, which drives electrons back. Insertion into $\mathbf J_Q$ gives

$$\mathbf J_Q=\frac{K_1^2}{K_0}\frac{\nabla T}{T}-K_2\frac{\nabla T}{T}
=-\frac1T\left(K_2-\frac{K_1^2}{K_0}\right)\nabla T .$$

The factor multiplying $-\nabla T$ is $\kappa$. Division by $\sigma T=K_0T$ yields

$$L=\frac{1}{T^2}\left[\frac{K_2}{K_0}-\left(\frac{K_1}{K_0}\right)^2\right]
=k_B^2\left[\langle x^2\rangle-\langle x\rangle^2\right],$$

where the average uses the weight $\sigma(E)(-\partial f/\partial E)$. The Lorenz number measures the variance of the energies that conduct, whereas the tempting solution used their mean square about $\mu$. A variance does not change when all energies are shifted by the same amount. This is as it should be: with no net particle flow, the heat current equals the energy current, whatever the zero of energy.

The same condition gives the Seebeck coefficient $S$, defined by $\nabla\bar\mu=S\nabla T$, since $\nabla\bar\mu$ plays the part of the field:

$$S=-\frac{K_1}{K_0T}=-k_B\langle x\rangle .$$

### The integrals

At $\mu=E_c$, $E-E_c=k_BT\,x$. Also $dE=k_BT\,dx$ and $-\partial f/\partial E=(-f')/(k_BT)$, so these two factors of $k_BT$ cancel. What remains is one factor $k_BT$ from $\sigma(E)$ and $n$ from $(E-\mu)^n$:

$$K_n=A(k_BT)^{n+1}I_n,\qquad I_n=\int_0^\infty x^{n+1}(-f')\,dx .$$

Integration by parts gives

$$I_n=\left[-x^{n+1}f\right]_0^\infty+(n+1)\int_0^\infty x^nf\,dx=(n+1)\int_0^\infty x^nf\,dx .$$

The boundary term vanishes at the lower end because of the power of $x$, and at the upper end because $f$ decays exponentially.

For $n=0$ the integral is elementary:

$$I_0=\int_0^\infty\frac{e^{-x}}{1+e^{-x}}\,dx=\left[-\ln(1+e^{-x})\right]_0^\infty=\ln2 .$$

For $n\ge1$, expand $f=\sum_{k=1}^\infty(-1)^{k+1}e^{-kx}$ and use $\int_0^\infty x^ne^{-kx}dx=n!/k^{n+1}$. Summation and integration may be exchanged because $\sum_k1/k^{n+1}$ converges. Thus

$$I_n=(n+1)!\sum_{k=1}^\infty\frac{(-1)^{k+1}}{k^{n+1}} .$$

The alternating sum is the full sum $\zeta(p)=\sum_k k^{-p}$ minus twice its even terms. Those even terms add up to $2^{-p}\zeta(p)$, so

$$\sum_{k=1}^\infty\frac{(-1)^{k+1}}{k^p}=(1-2^{1-p})\,\zeta(p).$$

With $\zeta(2)=\pi^2/6$,

$$I_1=2\cdot\frac12\cdot\frac{\pi^2}{6}=\frac{\pi^2}{6}=1.645,\qquad
I_2=6\cdot\frac34\,\zeta(3)=\frac92\,\zeta(3)=5.409 .$$

### The result

The prefactor $A$ and all powers of $k_BT$ cancel:

$$\frac{L}{k_B^2}=\frac{I_2}{I_0}-\left(\frac{I_1}{I_0}\right)^2
=\frac{9\zeta(3)}{2\ln2}-\frac{\pi^4}{36\ln^22}.$$

Numerically, $\langle x^2\rangle=7.804$ and $\langle x\rangle=2.373$, so the variance is $7.804-5.632=2.172$. Therefore

$$\boxed{\frac{L}{L_0}=\frac{3}{\pi^2}\left[\frac{9\zeta(3)}{2\ln2}-\frac{\pi^4}{36\ln^22}\right]\approx0.660}$$

The open-circuit term removes about 72% of the short-circuit value. It turns an apparent excess over $L_0$ into a deficit.

The transport formulas were also tested without the $K_n$. Two reservoirs, with mean temperature 300 K and a relative temperature difference of $10^{-3}$, exchange electrons through channels of strength $\sigma(E)$. The flow in each channel is proportional to the difference of the two Fermi functions. The potential difference that stops the total particle flow was found numerically, and the remaining heat flow was then evaluated. It gives $L/L_0=0.6602$, in agreement with the closed form.

## Why the ratio is below one

Compare first a conductivity that is zero below $\mu$ and constant above it. The weight is $-f'$ on $x>0$. Its norm is $1/2$, its first moment is $\int_0^\infty f\,dx=\ln2$, and its second moment is $2\int_0^\infty xf\,dx=\pi^2/6$. Hence $\langle x\rangle=2\ln2$ and $\langle x^2\rangle=\pi^2/3$.

The mean square is the same as in the metal, since $-f'$ is even and half of it has been removed. The mean is no longer zero, however, and the variance falls to $\pi^2/3-4\ln^22$, or $0.416\,L_0$. Removing the states below $\mu$ narrows the range of conducting energies.

The linear rise acts the other way. It multiplies the weight by $x$, which suppresses the states next to the edge and favours those in the tail of $-f'$. The variance found above, $0.660\,L_0$, is larger than for the flat step but still short of the metal.

## Moving the chemical potential

Let $\eta=(\mu-E_c)/k_BT$, and measure energy from the edge with $y=(E-E_c)/k_BT=x+\eta$. The shift leaves the variance unchanged. The moments of the weight, without common factors, are

$$M_n=\int_0^\infty y^{n+1}\left(-\frac{\partial f}{\partial y}\right)dy=(n+1)\int_0^\infty\frac{y^n\,dy}{e^{y-\eta}+1},$$

by the same integration by parts, and

$$\frac{L}{k_B^2}=\frac{M_2}{M_0}-\left(\frac{M_1}{M_0}\right)^2 .$$

**Far below the edge**, $e^\eta\ll1$ and the Fermi function becomes $e^{\eta-y}$. Then $M_n=(n+1)!\,e^\eta$, so $M_1/M_0=2$ and $M_2/M_0=6$. Thus

$$L\to(6-4)\,k_B^2=2k_B^2=0.608\,L_0 .$$

This limit also exposes the tempting formula. It would give $\langle x^2\rangle=\langle(y-\eta)^2\rangle=2+(2-\eta)^2$, which grows without bound as $\mu$ sinks below the edge. That growth comes from the heat $E-\mu$ assigned to each electron in a net current, and it disappears when the current is stopped.

**Far above the edge**, $\eta\gg1$. The lower limit $x=-\eta$ can be moved to $-\infty$ at the cost of exponentially small terms, and the weight is $(x+\eta)(-f')$. Odd moments of $-f'$ vanish and its second moment is $\pi^2/3$. The norm is therefore $\eta$, the first moment is $\pi^2/3$ and the second is $\eta\pi^2/3$. Hence

$$\frac{L}{k_B^2}\simeq\frac{\pi^2}{3}-\left(\frac{\pi^2}{3\eta}\right)^2,\qquad
\frac{L}{L_0}\simeq1-\frac{\pi^2}{3\eta^2}.$$

The metallic law returns once $\mu$ lies many $k_BT$ above the edge. Between the two limits, $L$ was computed at 73 evenly spaced values of $\eta$ from $-6$ to 30, and it rises at every step. The value at the edge, $0.660\,L_0$, is much closer to the dilute limit of $0.608\,L_0$ than to the metal.

## Numbers for an amorphous oxide film

Take round parameters in the regime of conducting amorphous indium gallium zinc oxide: $T=300$ K, $A=500$ S/cm per eV and a lattice thermal conductivity of 1.4 W/(m K). These are rough values, and the linear law is a model assumption for this material. With $k_BT=0.02585$ eV,

$$\sigma=A\,k_BT\ln2=500\times0.02585\times0.6931=8.96\ \text{S/cm}.$$

The Seebeck coefficient is $-2.373\,k_B/e$, or $-204.5$ μV/K. The metallic Lorenz number is $2.443\times10^{-8}$ W Ω/K², so

$$L=0.6602\times2.443\times10^{-8}=1.613\times10^{-8}\ \text{W Ω/K}^2 .$$

Since 8.96 S/cm is 896 S/m, the electronic thermal conductivity is

$$\kappa=1.613\times10^{-8}\times896\times300=4.34\times10^{-3}\ \text{W/(m K)}.$$

To see whether $A$ is reasonable, suppose a parabolic band that starts at the edge, with effective mass $m^*=0.34$ electron masses. In atomic units, with both spins counted, its density of states is $(2m^*)^{3/2}\sqrt{E-E_c}/(2\pi^2)$. At $\mu=E_c$ it holds $3.8\times10^{18}$ electrons per cm³. Dividing $\sigma$ by the charge density gives a mobility of about 15 cm²/(V s), of the order found in such films. This is only a rough check. With the same mass, that mobility corresponds to a scattering time $\tau$ with $\hbar/\tau\approx0.23$ eV, about nine times $k_BT$. Electrons scattered so strongly do not move as nearly free particles, so the parabolic band serves here only to estimate the number of states. Localized tail states, left out of this count, would hold further electrons.

The lattice is what a real film adds first. It carries over 300 times more heat than the electrons do here. If the total thermal conductivity were put into the Lorenz ratio, the result would be $214\,L_0$. An error of 1% in the lattice part, 0.014 W/(m K), is about three times the whole electronic part. For these parameters, replacing $0.66\,L_0$ by $L_0$ changes the total thermal conductivity by only 0.16%. A raw thermal measurement, and the lattice part subtracted from it, would have to be more accurate than that to tell the two apart.

## How far the model can be trusted

The electronic ratio itself depends on the shape of $\sigma(E)$ near the edge and up to eight or ten $k_BT$ above it (holding $\sigma(E)$ constant above six $k_BT$ still lowers the ratio by 5%, above eight $k_BT$ by about 1%). In the table, one feature is changed at a time, with $T=300$ K throughout and, except in the last row, $\mu=E_c$. The reference value is 0.660.

| Change | $L/L_0$ |
|---|---|
| Edge rounded over 0.01 / 0.02 eV | 0.737 / 0.857 |
| $\sigma\propto(E-E_c)^s$, $s=0.5$ / 1.5 / 2 | 0.540 / 0.784 / 0.913 |
| $\sigma(E)$ constant above 0.1 / 0.2 eV from the edge | 0.543 / 0.650 |
| $\mu-E_c=-0.025$ / $+0.025$ eV | 0.632 / 0.704 |

The rounded edge is $\sigma(E)=Aw\ln(1+e^{(E-E_c)/w})$, where $w$ is the stated width. Well above the edge it joins the linear law; below, it leaves an exponential tail of conduction. A width of 0.02 eV, less than $k_BT$, already raises the ratio by 30% relative to the sharp edge. The rounding adds $Aw\ln(1+e^{-|E-E_c|/w})$ to the linear law. This term is even about the edge, so the weight it adds is centred at $x=0$, whereas the weight of the sharp edge is centred at $x=2.373$. The distance between the two centres widens the combined distribution.

The exponent matters about as much. A higher power favours the high-energy tail more strongly. In the dilute limit the weight is $y^se^{-y}$, with mean $s+1$ and mean square $(s+1)(s+2)$, so its variance is $s+1$. For $s>\pi^2/3-1\approx2.29$ that limit lies above $L_0$. A Lorenz number below $L_0$ holds for the sharp linear edge and for the other powers in the table, but not for every mobility edge. Rounding can also lift it above $L_0$ once $\mu$ lies below the edge. In the tail between $\mu$ and $E_c$ the weight falls off below the edge only as $e^{(E-E_c)(1/w-1/k_BT)}$, which is slow when $w$ is close to $k_BT$. For $w=0.02$ eV, $L/L_0$ is 0.99 at $\mu-E_c=-0.05$ eV and 1.26 at $-0.1$ eV. The dilute value $0.608\,L_0$ belongs to the sharp edge only.

Saturation lowers the ratio because it takes weight from the high-energy tail. As the saturation energy goes to zero the flat step, $0.416\,L_0$, is recovered, though not monotonically: for saturation about one $k_BT$ above the edge the ratio dips to about 0.40. At 0.2 eV, nearly eight $k_BT$ above the edge, the reduction is below 2%; at 0.1 eV it is about 18%.

The closed form contains no temperature, but it requires $\mu=E_c$ at the temperature considered. In the parabolic band, the density at $\mu=E_c$ grows as $T^{3/2}$. If the density is held at its 300 K value and the edge stays fixed, $\mu$ must fall on heating. At 200 K it lies 0.014 eV above the edge and $L/L_0=0.697$; at 400 K it lies 0.018 eV below and $L/L_0=0.643$.

Energy exchange with phonons during transport, as in hopping between localized states, is outside the description by separate channels. The rounded edge changes only the shape of $\sigma(E)$ and includes no energy exchange with the lattice. When such processes carry much of the current, the variance formula itself has to be replaced. The numerical output below lists the values to more digits.

## Values computed for the example and the checks

```
Temperature: 300 K
Thermal energy kB*T: 0.02585 eV
Slope of sigma(E): 500 S/cm per eV
Effective mass (rough): 0.34 electron masses
Lattice thermal conductivity (rough): 1.4 W/(m K)
Integral I0: 0.693147
Integral I1: 1.644934
Integral I2: 5.409256
Mean x = I1/I0: 2.37314
Mean x^2 = I2/I0: 7.80391
Variance of x: 2.17212
L0 in (kB/e)^2: 3.28987
L/L0, closed form: 0.660246
L/L0, quadrature: 0.660246
L/L0, two reservoirs: 0.660246
Quadrature shift in L/L0, 200 to 400 nodes: 5.2e-15
Ratio without open-circuit term: 2.3721
L/L0, flat conductivity above a step at mu: 0.4158
L/L0, limit far below edge: 0.6079
L0: 2.4430e-08 W Ohm/K^2
L: 1.6130e-08 W Ohm/K^2
Conductivity: 8.960 S/cm
Seebeck coefficient: -204.5 microvolt/K
Electronic thermal conductivity: 4.336e-03 W/(m K)
Carrier density (parabolic band): 3.81e+18 cm^-3
Implied mobility: 14.7 cm^2/(V s)
Apparent L/L0 with lattice heat included: 214
L/L0, edge rounded over 0.01 eV: 0.7367
L/L0, edge rounded over 0.02 eV: 0.8573
L/L0, conductivity exponent 0.5: 0.5399
L/L0, conductivity exponent 1.5: 0.7839
L/L0, conductivity exponent 2.0: 0.9130
L/L0, sigma(E) constant above 0.1 eV: 0.5434
L/L0, sigma(E) constant above 0.2 eV: 0.6499
L/L0, mu - Ec = -0.025 eV: 0.6324
L/L0, mu - Ec = +0.025 eV: 0.7036
Same density at 200 K: mu - Ec = +0.0143 eV, L/L0 = 0.6966
Same density at 400 K: mu - Ec = -0.0181 eV, L/L0 = 0.6431
```
